# The mixing-invariant orbital energy functional and its projected gradient

## Result

Let $\psi_1,\dots,\psi_N$ be linearly independent orbitals, not necessarily orthogonal or normalized, and let $H$ be a fixed Hermitian one-particle Hamiltonian. Collect the orbitals as the columns of $\Psi=(\psi_1,\dots,\psi_N)$ and define

$$S=\Psi^\dagger\Psi,\qquad h=\Psi^\dagger H\Psi,\qquad P=\Psi S^{-1}\Psi^\dagger,\qquad E[\Psi]=\mathrm{Tr}[S^{-1}h].$$

The matrix $h$, with elements $h_{ij}=\langle\psi_i|H|\psi_j\rangle$, is what the short notation $\mathrm{Tr}[S^{-1}H]$ means by $H$.

**Theorem.**

(a) $E[\Psi A]=E[\Psi]$ for every nonsingular $N\times N$ matrix $A$.

(b) The gradient of $E$ is
$$G\equiv\frac{\partial E}{\partial\Psi^*}=(1-P)H\Psi S^{-1}.$$

(c) $\Psi^\dagger G=0$, and therefore $PG=0$: every column of $G$ is orthogonal to every trial orbital.

The "occupied space" that the gradient avoids is the span of the current trial orbitals. It is not the space of the $N$ lowest eigenstates of $H$, in which $G$ can have a component before convergence.

**Conventions.** Orbitals are represented by their components in a finite orthonormal basis, so $\Psi$ is a rectangular matrix and $\dagger$ is the conjugate transpose. Each orbital holds one electron; if each holds a spin pair, $E$ and $G$ are doubled. For complex components, $\partial/\partial\Psi^*=\tfrac12(\partial/\partial\,\mathrm{Re}\Psi+i\,\partial/\partial\,\mathrm{Im}\Psi)$, which is equivalent to saying that $G$ is the matrix for which

$$dE=2\,\mathrm{Re}\,\mathrm{Tr}[d\Psi^\dagger G]\quad\text{for every }d\Psi. \tag{1}$$

For real orbitals and real $H$ the ordinary derivative $\partial E/\partial\Psi$ is $2G$.

## Invariance

**Lemma 1.** $P$ is the orthogonal projector onto the span of the orbitals, it is unchanged by $\Psi\to\Psi A$, and $E=\mathrm{Tr}[PH]$.

*Proof.* Linear independence makes $S$ positive definite, since $c^\dagger Sc=\|\Psi c\|^2>0$ for $c\neq0$, so $S^{-1}$ exists. $P$ is Hermitian because $S$ is, and

$$P^2=\Psi S^{-1}(\Psi^\dagger\Psi)S^{-1}\Psi^\dagger=\Psi S^{-1}\Psi^\dagger=P,\qquad P\Psi=\Psi S^{-1}S=\Psi .$$

The second relation shows that $P$ leaves the span alone; $P$ also gives zero on any vector orthogonal to all the orbitals. Under mixing,

$$S\to A^\dagger SA,\qquad h\to A^\dagger hA,\qquad S^{-1}\to A^{-1}S^{-1}(A^\dagger)^{-1},$$

so that $P\to\Psi A\,A^{-1}S^{-1}(A^\dagger)^{-1}A^\dagger\Psi^\dagger=P$. Finally, cyclic permutation gives $\mathrm{Tr}[S^{-1}\Psi^\dagger H\Psi]=\mathrm{Tr}[\Psi S^{-1}\Psi^\dagger H]=\mathrm{Tr}[PH]$. ∎

*Proof of (a).* $E$ depends on $\Psi$ through $P$ alone, and $P$ does not change. Directly,

$$\mathrm{Tr}[A^{-1}S^{-1}(A^\dagger)^{-1}A^\dagger hA]=\mathrm{Tr}[A^{-1}S^{-1}hA]=\mathrm{Tr}[S^{-1}h].\ ∎$$

The matrix $A$ need not be unitary: orbitals may be rescaled or made to overlap more strongly without any change in energy. If $A$ is singular, the new orbitals are linearly dependent, $S$ has no inverse, and the functional is undefined.

## The gradient

**Lemma 2.** $d(S^{-1})=-S^{-1}\,dS\,S^{-1}$.

*Proof.* Differentiating $SS^{-1}=1$ gives $dS\,S^{-1}+S\,d(S^{-1})=0$. Multiply from the left by $S^{-1}$. ∎

*Proof of (b).* With $H$ fixed, the product rule and Lemma 2 give

$$dE=\mathrm{Tr}[S^{-1}dh]-\mathrm{Tr}[S^{-1}dS\,S^{-1}h], \tag{2}$$

$$dh=d\Psi^\dagger H\Psi+\Psi^\dagger H\,d\Psi,\qquad dS=d\Psi^\dagger\Psi+\Psi^\dagger d\Psi .$$

In each of $dh$ and $dS$ the second term is the Hermitian conjugate of the first. The terms of (2) containing $d\Psi^\dagger$ are, after cyclic permutation,

$$\mathrm{Tr}[S^{-1}d\Psi^\dagger H\Psi]=\mathrm{Tr}[d\Psi^\dagger H\Psi S^{-1}],$$

$$-\mathrm{Tr}[S^{-1}d\Psi^\dagger\Psi S^{-1}h]=-\mathrm{Tr}[d\Psi^\dagger\Psi S^{-1}hS^{-1}].$$

The terms containing $d\Psi$ are their complex conjugates, because $\mathrm{Tr}[M^\dagger]=(\mathrm{Tr}M)^*$ and $S$, $h$ are Hermitian. Adding a number to its conjugate gives twice its real part:

$$dE=2\,\mathrm{Re}\,\mathrm{Tr}\big[d\Psi^\dagger(H\Psi S^{-1}-\Psi S^{-1}hS^{-1})\big].$$

In the last term insert $h=\Psi^\dagger H\Psi$:

$$\Psi S^{-1}hS^{-1}=(\Psi S^{-1}\Psi^\dagger)H\Psi S^{-1}=PH\Psi S^{-1}.$$

Comparison with (1) gives $G=(1-P)H\Psi S^{-1}$. ∎

The two parts have separate origins. $H\Psi S^{-1}$ comes from the change of the Hamiltonian matrix, and $-PH\Psi S^{-1}$ from the change of the inverse overlap. The projector is not imposed as a constraint; it comes from differentiating $S^{-1}$.

## Why the gradient leaves the trial span

*Proof of (c).* From $P\Psi=\Psi$ and $P^\dagger=P$ we have $\Psi^\dagger P=\Psi^\dagger$. Hence

$$\Psi^\dagger G=(\Psi^\dagger-\Psi^\dagger P)H\Psi S^{-1}=0,\qquad PG=\Psi S^{-1}(\Psi^\dagger G)=0.\ ∎$$

*Second proof of (c), from invariance alone.* Take any $N\times N$ matrix $X$ and the curve $\Psi(1+tX)$. For small enough $t$ the factor $1+tX$ is nonsingular, so by (a) the energy is constant along the curve. Its initial direction is $d\Psi=\Psi X\,dt$, and (1) gives

$$0=2\,\mathrm{Re}\,\mathrm{Tr}[X^\dagger\Psi^\dagger G].$$

Choosing $X=\Psi^\dagger G$ turns the trace into the sum of $|(\Psi^\dagger G)_{ij}|^2$, which vanishes only if $\Psi^\dagger G=0$. ∎

The second proof does not use the explicit form of $G$. Adding to one orbital a small multiple of another, or of itself, does not change the span, so the energy has no slope in those directions.

**Remark (restricted orbitals).** Suppose each $\psi_i$ is confined to its own region, with $R_i$ the projector onto that region. Then $d\psi_i=R_i\,d\psi_i$, and the usable gradient is $R_iG_i$, where $G_i$ is column $i$ of $G$. Its overlaps are

$$\langle\psi_j|R_iG_i\rangle=\langle R_i\psi_j|G_i\rangle .$$

For $j=i$ this is zero, since $R_i\psi_i=\psi_i$. For $j\neq i$ the truncated orbital $R_i\psi_j$ need not lie in the span, and the proof no longer makes the overlap vanish. The energy is still unchanged by every nonsingular mixing, but in general only some mixings keep each orbital in its own region.

**Remark (mean field).** If the energy is a functional $\mathcal E[P]$ with $d\mathcal E=\mathrm{Tr}[H\,dP]$, where $H$ depends on $P$, then $d\mathcal E$ equals the differential of $\mathrm{Tr}[PH]$ with $H$ held fixed. Formula (b) then gives the gradient of $\mathcal E$. In general it is not the gradient of $\mathrm{Tr}[PH]$ with $H$ allowed to vary, whose differential has the extra term $\mathrm{Tr}[P\,dH]$.

## Stationary points

**Proposition 1.** $G=0$ if and only if the trial span is invariant under $H$. The minimum of $E$ is the sum of the $N$ lowest eigenvalues, and no stationary point of higher energy is a local minimum.

*Proof.* Since $S^{-1}$ is nonsingular, $G=0$ means $H\Psi=PH\Psi=\Psi S^{-1}h$, so $H$ maps the span into itself. Conversely, if $H\Psi=\Psi K$ for some matrix $K$, then $PH\Psi=\Psi K=H\Psi$ and $G=0$.

Let $H|k\rangle=\varepsilon_k|k\rangle$ with $\varepsilon_1\le\varepsilon_2\le\dots$ and orthonormal $|k\rangle$. From $E=\mathrm{Tr}[PH]$,

$$E=\sum_k\varepsilon_kp_k,\qquad p_k=\langle k|P|k\rangle=\|P|k\rangle\|^2\in[0,1],\qquad\sum_kp_k=\mathrm{Tr}P=N .$$

Therefore

$$E-\sum_{k\le N}\varepsilon_k=\sum_{k>N}\varepsilon_kp_k-\sum_{k\le N}\varepsilon_k(1-p_k)\ \ge\ \varepsilon_N\Big[\sum_kp_k-N\Big]=0,$$

because $\varepsilon_k\ge\varepsilon_N$ in the first sum and $\varepsilon_k\le\varepsilon_N$ in the second. The value zero is reached when the orbitals span the $N$ lowest eigenstates.

An invariant span has a basis of eigenstates of $H$, and so has its orthogonal complement. If its energy is above the minimum, some occupied level $\varepsilon_i$ lies above some empty level $\varepsilon_a$. Replacing $|i\rangle$ by $\cos\theta|i\rangle+\sin\theta|a\rangle$ changes the energy by

$$\cos^2\theta\,\varepsilon_i+\sin^2\theta\,\varepsilon_a-\varepsilon_i=\sin^2\theta\,(\varepsilon_a-\varepsilon_i)<0$$

for arbitrarily small nonzero $\theta$. ∎

A vanishing gradient thus certifies an invariant subspace, not the ground state, and it does not require the individual $\psi_i$ to be eigenfunctions.

## Descent directions

The energy is invariant under mixing, but the gradient is not. Since $P$ is unchanged,

$$G[\Psi A]=(1-P)H\Psi A\,A^{-1}S^{-1}(A^\dagger)^{-1}=G[\Psi](A^\dagger)^{-1}.$$

The orbitals acquire a factor $A$ and the gradient a factor $(A^\dagger)^{-1}$. The two agree for unitary $A$, but not in general.

**Proposition 2.** Let $D=GS=(1-P)H\Psi$ and take the step $\Psi\to\Psi-\tau D$ with real $\tau$. Then

(i) the energy after the step does not depend on how the starting orbitals were mixed;

(ii) its initial slope is $dE/d\tau=-2\,\mathrm{Tr}[S^{-1}D^\dagger D]$, negative unless $D=0$;

(iii) the new overlap matrix is $S+\tau^2D^\dagger D$.

*Proof.* (i) $D[\Psi A]=(1-P)H\Psi A=DA$, so the step from $\Psi A$ gives $(\Psi-\tau D)A$, which has the energy of $\Psi-\tau D$ by (a). (ii) Put $d\Psi=-D\,d\tau$ and $G=DS^{-1}$ in (1): $dE=-2\,d\tau\,\mathrm{Re}\,\mathrm{Tr}[D^\dagger DS^{-1}]$. The trace is the squared norm of $DS^{-1/2}$, hence real and positive for $D\ne0$. (iii) In $(\Psi-\tau D)^\dagger(\Psi-\tau D)$ the terms linear in $\tau$ contain $\Psi^\dagger D=\Psi^\dagger GS=0$. ∎

By (iii) a step adds a positive semidefinite matrix to $S$, so it cannot make the orbitals linearly dependent. A negative initial slope guarantees a lower energy only for small enough $\tau>0$.

## Worked example: two orbitals in two wells

Two non-interacting electrons of the same spin, one per orbital, move in one dimension in the potential

$$V(x)=-\sum_{n=1}^{2}V_n\,e^{-(x-c_n)^2/2w^2},$$

with $V_1=20$ eV, $V_2=16$ eV, $c_{1,2}=\mp1$ Å and $w=0.8$ Å. The wells overlap strongly: the barrier between the two minima lies only $0.9$ eV above the shallower one. The trial orbitals are normalized Gaussians $g_a(x)\propto e^{-(x-a)^2/2s^2}$ with $s=0.9$ Å, centred at $a=-1$ Å and $+1$ Å.

**Matrix elements.** Let $d=a-b$ and $m=(a+b)/2$. The product $g_ag_b$ is $o=e^{-d^2/4s^2}$ times a normalized Gaussian of variance $s^2/2$ centred at $m$, so $o$ is the overlap. Since $\partial_x^2$ acting on $g_b$ equals $\partial_b^2$, the kinetic element is $-(\hbar^2/2m_e)\,\partial^2o/\partial d^2$. Integrating the product against each well gives the potential element. With $v^2=w^2+s^2/2$,

$$T_{ab}=\frac{\hbar^2}{2m_e}\frac{o}{2s^2}\Big(1-\frac{d^2}{2s^2}\Big),\qquad V_{ab}=-\sum_nV_n\,o\,\frac wv\,e^{-(m-c_n)^2/2v^2}.$$

With $\hbar^2/2m_e=3.80998$ eV Å$^2$ these give $S_{12}=0.29096$ and

$$h_{11}=2.3518-17.4987=-15.1469,\quad h_{22}=2.3518-14.8301=-12.4783,$$
$$h_{12}=-1.0053-5.0801=-6.0854\quad\text{(eV)}.$$

**Energy.** The results below are computed from unrounded elements, so their last digits can differ slightly from those obtained with the printed figures. The inverse overlap has diagonal elements $1/(1-S_{12}^2)=1.09249$ and off-diagonal elements $-S_{12}/(1-S_{12}^2)=-0.31787$. Thus

$$E=1.09249(-15.1469-12.4783)+2(-0.31787)(-6.0854)=-26.311\ \text{eV},$$

or $-0.9669$ hartree.

**Mixing.** Replace $(\psi_1,\psi_2)$ by $(2\psi_1,\ \psi_1+3\psi_2)$. The new elements are $S'_{11}=4$, $S'_{22}=10+6S_{12}=11.7458$ and $S'_{12}=2+6S_{12}=3.7458$, with $h'_{11}=-60.5875$, $h'_{22}=-163.9638$ and $h'_{12}=-66.8062$ eV. Then

$$E'=\frac{S'_{22}h'_{11}+S'_{11}h'_{22}-2S'_{12}h'_{12}}{S'_{11}S'_{22}-S'^2_{12}}=\frac{-867.02}{32.952}=-26.311\ \text{eV}.$$

The energy is the same, while $\mathrm{Tr}\,h$ has gone from $-27.6$ to $-224.6$ eV.

**A slope by hand.** Add $t\chi$ to $\psi_1$, where $\chi$ is a third Gaussian of the same width centred at $x=0$. By (1) the slope at $t=0$ is $2\langle\chi|G_1\rangle$. The elements needed are $\langle\chi|\psi_{1,2}\rangle=0.73444$, $\langle\chi|H|\psi_1\rangle=-12.6720$ eV and $\langle\chi|H|\psi_2\rangle=-11.4156$ eV. The part without the projector is

$$2\big[(-12.6720)(1.09249)+(-11.4156)(-0.31787)\big]=-20.431\ \text{eV}.$$

For the projected part, both components of the row $\langle\chi|\Psi\rangle S^{-1}$ equal $0.73444\,(1.09249-0.31787)=0.5689$. Multiplying this row by $h$ gives $(-12.079,\,-10.561)$ eV, and the first column of $S^{-1}$ then gives

$$2\big[(-12.079)(1.09249)+(-10.561)(-0.31787)\big]=-19.679\ \text{eV}.$$

The slope is $-20.431+19.679=-0.752$ eV, and differences of the energy itself also give $-0.752$ eV. The size of the two parts depends on the zero of energy: adding a constant $c$ to $H$ adds $2c\,(0.5689)$ to each of them and leaves the slope unchanged, since $(1-P)\Psi=0$. The slope itself is $2\langle(1-P)\chi|[(1-P)H\Psi S^{-1}]_1\rangle$ and involves only the parts of $\chi$ and of $H\Psi$ outside the trial span; for $\chi$ the weight inside is $\langle\chi|P|\chi\rangle=2(0.73444)(0.5689)=0.84$.

**Trial span and exact occupied space.** The vector $H\psi_1$ has norm $15.38$ eV, with a part of norm $15.25$ eV inside the trial span and $2.00$ eV outside; the outside part is the first column of $D$. The overlaps $\langle\psi_i|G_j\rangle$ vanish to rounding error. The projection of $G$ onto the two lowest eigenstates, however, has $0.17$ of the norm of $G$. With $P_0$ the projector onto these eigenstates, $G=(1-P)G$ gives $P_0G=P_0(1-P)G$, which need not vanish as long as the trial span differs from the exact one.

**Descent.** With $\tau=0.0015$ eV$^{-1}$, one step along $-D$ gives $-26.3352$ eV from either set of orbitals. One step along $-G$ gives $-26.3334$ eV from the original set and $-26.3150$ eV from the mixed set, as the transformation laws allow. The slope along $-D$ is $-16.12$ eV$^2$, which predicts a first-order lowering of $0.0015\times16.12=0.0242$ eV; the actual lowering is $0.0238$ eV.

On a grid of spacing $0.25$ Å from $-10$ to $10$ Å, where this $\tau$ lies below $2/(\varepsilon_{\max}-\varepsilon_1)$ with $\varepsilon_{\max}$ the highest level of the grid Hamiltonian (a finer grid raises $\varepsilon_{\max}$ and lowers this bound), repeated steps along $-D$ reach $-26.8921$ eV ($-0.98827$ hartree), the sum of the two lowest levels, $-16.1950$ and $-10.6971$ eV. The starting energy was $0.581$ eV above this minimum of the model. The final orbitals have a normalized overlap of $0.291$, and $\psi_1$ misses being an eigenfunction by a residual of norm $1.97$ eV. Both facts agree with Proposition 1: the span has converged, while the choice of orbitals within it remains free.

The numerical check also tests the theorem on a random complex Hermitian matrix, with the gradient obtained from energy differences.

## Values computed for the example and the checks

```
hbar^2/(2m) = 3.80998 eV angstrom^2
well depths = 20.0, 16.0 eV
well centres = -1.0, 1.0 angstrom
well width w = 0.80 angstrom
orbital centres = -1.0, 1.0 angstrom
orbital width s = 0.90 angstrom
grid spacing = 0.25, half box = 10.0 angstrom
S12 = 0.29096
kinetic 11, 12 = 2.3518, -1.0053 eV
potential 11, 22 = -17.4987, -14.8301 eV
potential 12 = -5.0801 eV
h11, h22, h12 = -15.1469, -12.4783, -6.0854 eV
S^-1 11, 12 = 1.09249, -0.31787
E = Tr[S^-1 h] = -26.3114 eV = -0.96693 hartree
Tr h = -27.6251 eV
mixed S11, S22, S12 = 4.0000, 11.7458, 3.7458
mixed h11, h22, h12 = -60.5875, -163.9638, -66.8062 eV
mixed E = -26.3114 eV
mixed Tr h = -224.5513 eV
|H psi1|, inside, outside span = 15.3791, 15.2481, 2.0031 eV
|H psi2|, inside, outside span = 12.9442, 12.7393, 2.2936 eV
norm of G, original orbitals = 2.7359 eV
norm of G, mixed orbitals = 1.1020 eV
largest |<psi_i|G_j>| = 8.0e-15 eV
norm share of G in exact occupied space = 0.1739
probe centre = 0.0 angstrom
<probe|psi1>, <probe|psi2> = 0.73444, 0.73444
<probe|H|psi1>, <probe|H|psi2> = -12.6720, -11.4156 eV
probe slope without projector = -20.4307 eV
part removed by projector = -19.6789 eV
probe slope from gradient = -0.7518 eV
probe slope from energies = -0.7518 eV
step length tau = 0.0015 1/eV
E after G step, original = -26.33339 eV
E after G step, mixed = -26.31500 eV
E after D step, original = -26.33520 eV
E after D step, mixed = -26.33520 eV
initial slope along -D = -16.124 eV^2
E after 10 D steps = -26.498960 eV
E after 100 D steps = -26.867232 eV
E after 1000 D steps = -26.892111 eV
D steps to residual norm 1e-6 eV = 1307
E at the end = -26.892111 eV = -0.98827 hartree
lowest three levels = -16.1950, -10.6971, -3.7904 eV
sum of two lowest levels = -26.892111 eV
final S11, S22, S12 = 1.0002, 1.0004, 0.2912
final normalized overlap = 0.2911
eigenfunction residual of final psi1 = 1.9671 eV
```
